# Effective emissivity of a wafer facing a reflective chamber wall, part 2

A flat, opaque wafer at temperature $T$ faces a parallel cool reflector. A pyrometer views it through a small hole in the reflector. The first objection was that the mirror emits almost nothing and the wafer surface is unchanged, so no extra light should appear. In fact the mirror returns the wafer's own light. How far is the uncorrected reading $T_a$ from $T$?

The algebra uses atomic units, $\hbar=m_e=e=1$; $k$ is Boltzmann's constant, $c$ the speed of light and $\omega$ the detector's angular frequency. The black-body radiance is

$$B(\omega,T)=\frac{\omega^3}{4\pi^3c^2}\,\frac{1}{e^{\omega/kT}-1}.$$

The wafer has emissivity $\varepsilon$, the reflector reflectance $R$ and loss $u=1-R$. A round trip multiplies the light by $q=R(1-\varepsilon)$. Between wide plates, with interference averaged out, the radiance leaving the wafer is $J=\varepsilon B\,(1+q+q^2+\cdots)$, so

$$J=\varepsilon_{\rm eff}B,\qquad \varepsilon_{\rm eff}=\frac{\varepsilon}{1-q},$$

$$1-\varepsilon_{\rm eff}=\frac{u(1-\varepsilon)}{\varepsilon+u(1-\varepsilon)}.$$

The net-loss emissivity is $(1-R)\varepsilon_{\rm eff}$. A reflector with black-body radiance $B_c$ at its own temperature adds $(1-\varepsilon_{\rm eff})B_c$ to $J$. If the wafer transmits a fraction $t$ and no light enters from behind, $\varepsilon_{\rm eff}\to\varepsilon/(\varepsilon+t)$ as $R\to1$.

The full Planck formula and the small-deficit formula for the reading are

$$T_a=\frac{\omega}{k\ln\!\left[1+(e^{\omega/kT}-1)/\varepsilon_{\rm eff}\right]},\qquad
T_a-T\approx-\frac{kT^2}{\omega}\,(1-\varepsilon_{\rm eff}).$$

For a single frequency and direction, with $g=\sqrt q$ and round-trip phase $\phi$,

$$\frac{J}{B}=\frac{\varepsilon}{|1-ge^{i\phi}|^2}.$$

Over a band with phase range $\Phi$, the deviation relative to $\varepsilon_{\rm eff}$ is at most $-4\ln(1-g)/\Phi$.

Example: a silicon wafer of radius 150 mm at 1300 K, a reflector 10 mm away with $R=0.95$, and a pyrometer at wavelength $\lambda=950$ nm. The photon energy is 1.305 eV, or $11.65\,kT$, and $kT^2/\omega\approx112$ K. A rough real refractive index of 3.8 gives the bare wafer $\varepsilon=0.660$ at normal incidence.

**Q.** You used a real refractive index, and a material with a real index does not absorb. How can it be opaque?

**A.** The absorption is weak over one wavelength and strong over the wafer thickness. With a rough, low-side absorption coefficient of 200 per cm and a thickness of 0.775 mm, the exponent is $200\times0.0775=15.5$. One pass transmits $e^{-15.5}\approx2\times10^{-7}$. The imaginary part of the index is the absorption coefficient times $\lambda/4\pi$, about 0.0015 for this low-side value. The true coefficient at 1300 K is larger, but even $10^4$ per cm gives only 0.076, which changes $\varepsilon$ by less than 0.001. It is negligible beside 3.8 in the surface reflection.

**Q.** Then finish the sum.

**A.** The round-trip factor is $q=0.95\times0.3403=0.323$, and

$$\varepsilon_{\rm eff}=\frac{0.6597}{1-0.3233}=0.975 .$$

The partial sums of the series are 0.660, 0.873, 0.942 and 0.964 after one to four terms, so a few reflections do most of the work. The small-deficit formula gives an error of $-112\times0.025=-2.8$ K, and the full Planck formula also gives $-2.8$ K. Without the reflector the reading would be 45 K low. The net-loss emissivity is $0.05\times0.975=0.049$.

**Q.** A known error can be corrected. The trouble is that wafers carry different films, and I do not know the emissivity of each.

**A.** The reflector reduces this uncertainty too. Beside bare silicon, take two chosen values, 0.40 and 0.90, to stand for coated wafers. With everything else held fixed, the reading errors $T_a-T$ are:

| $R$ | $\varepsilon=0.40$ | $\varepsilon=0.66$ | $\varepsilon=0.90$ |
|---|---|---|---|
| 0 | −94.8 K | −44.8 K | −11.7 K |
| 0.50 | −59.6 K | −25.1 K | −6.0 K |
| 0.90 | −15.4 K | −5.6 K | −1.2 K |
| 0.95 | −8.0 K | −2.8 K | −0.6 K |
| 0.99 | −1.7 K | −0.6 K | −0.1 K |

Between the outer columns the spread is 83 K without a reflector and 7.4 K at $R=0.95$. The two values are not bounds. Polysilicon on oxide can bring the emissivity down to about 0.16, for which the error at $R=0.95$ is about $-25$ K. The emissivity of a film stack also changes with angle, so its value at normal incidence does not fix the reading of a wide viewing cone.

The reduction can be derived for small changes of $\varepsilon$. Take the logarithm of the effective emissivity, $\ln\varepsilon-\ln(1-R+R\varepsilon)$, and differentiate with respect to $\ln\varepsilon$ at fixed $R$:

$$\frac{d\ln\varepsilon_{\rm eff}}{d\ln\varepsilon}
=1-\frac{R\varepsilon}{1-R+R\varepsilon}
=\frac{1-R}{1-R(1-\varepsilon)} .$$

For the bare wafer this is $0.05/0.677=0.074$. To leading order, a relative change of 10% in $\varepsilon$ changes the signal by 0.74% and the reading by about 0.8 K. With no reflector the change is about 10 K: the signal changes by the full 10%, and the factor is $kT_a^2/\omega\approx104$ K because the reading lies 45 K below $T$.

**Q.** How good must the mirror be for an uncorrected error of 1 K?

**A.** Let $\delta$ be the permitted deficit $1-\varepsilon_{\rm eff}$ and $u=1-R$. From the first half, $\delta=u(1-\varepsilon)/[\varepsilon+u(1-\varepsilon)]$. Multiplying out and collecting $u$ gives

$$\delta\varepsilon=u(1-\varepsilon)(1-\delta),\qquad
u=\frac{\delta\,\varepsilon}{(1-\delta)(1-\varepsilon)} .$$

An error of 1 K corresponds to $\delta\approx1/112\approx0.009$. The required reflectances are 0.994, 0.983 and 0.919 for emissivities 0.40, 0.66 and 0.90. The poorest emitter sets the requirement.

The mirror must also keep its reflectance. If $R$ falls from 0.95 to 0.94, the reading for the bare wafer drops by a further 0.6 K.

**Q.** Your plates are infinitely wide. A wafer has an edge, and light escapes there.

**A.** I can size that for diffuse surfaces. Consider two equal discs of radius $a_w=150$ mm at distance $d$, with cold black surroundings. A diffuse surface under irradiance $E$ reflects the radiance $(\text{reflectance})\times E/\pi$. An element $dA'$ of the other disc, at distance $s$ and with radiance $L$, contributes $L\cos^2\theta\,dA'/s^2$ to $E$. One cosine belongs to each surface, and $\cos\theta=d/s$. The equations for the two radiances are therefore

$$J_w=\varepsilon B+(1-\varepsilon)\!\int\!\frac{d^2}{\pi s^4}J_c\,dA',\qquad
J_c=R\!\int\!\frac{d^2}{\pi s^4}J_w\,dA' .$$

As a test of the wide-plate formula, these equations were solved for $\varepsilon=0.40$ and $R=0.95$. At the centre $J_w/B$ fell short of the formula by 0.0150, 0.0031 and 0.0007 for gaps of 10, 5 and 2.5 mm. The formula is approached as the gap shrinks.

**Q.** Why so quickly?

**A.** Diffuse light leaving the centre is weighted by $2\sin\theta\cos\theta\,d\theta$, whose integral up to $\theta_m$ is $\sin^2\theta_m$. The other disc ends at $\tan\theta_m=a_w/d$, so the fraction that misses it is

$$1-\sin^2\theta_m=\frac{d^2}{a_w^2+d^2}.$$

For $d\ll a_w$ this varies as $d^2$, so halving the gap cuts the loss per crossing about fourfold. The computed deficits fall by somewhat more, by factors of 4.8 and 4.3. The estimate covers a single crossing from the centre, whereas the computed values include all crossings between all points of the discs.

**Q.** What does the edge do to your bare wafer?

**A.** With the 10 mm gap, and with the wafer's surface treated as diffuse, the model gives:

| distance from centre | $J_w/B$ | reading error |
|---|---|---|
| 0 mm | 0.970 | −3.4 K |
| 100 mm | 0.957 | −4.9 K |
| 140 mm | 0.858 | −17 K |
| 149 mm | 0.769 | −29 K |

At the centre the edge costs about 0.5 K beyond the wide-plate error. This cost belongs to diffuse surfaces. Between specular ones, a line of sight within $30^\circ$ of the normal moves sideways by at most 5.8 mm per crossing. From the centre it needs about 26 crossings to reach the edge, and by then almost no light is left to lose. In the diffuse model about two thirds of the enhancement is lost one millimetre from the rim. The open, cold edge is a severe assumption: a reflector that extends beyond the wafer returns some of the light that this model discards.

**Q.** The detector needs a hole, and a hole does not reflect. You measure at the very place where your mirror is missing.

**A.** The effect depends on how the surfaces reflect. Take a hole of radius $a=1$ mm opposite the centre. For diffuse surfaces, the hole supplies a fraction $a^2/(a^2+d^2)=1/101$ of the light that would reach the point opposite it. Removing this light lowers $J_w/B$ by about $q\times0.0099\times0.97=0.003$. At the central point the disc calculation gives a drop from 0.970 to 0.967, which is a further 0.4 K. A detector that views a spot several millimetres wide averages over points less affected by the hole and loses somewhat less.

For specular surfaces, follow a line of sight backwards from the centre of the hole. It meets the wafer, where it collects $\varepsilon B$, and returns to the reflector at a sideways distance $2d\tan\theta$. If this is less than $a$, the line goes back into the hole, where there is no light to collect. The critical angle obeys

$$\tan\theta_c=\frac{a}{2d}=0.05,\qquad \theta_c=2.9^\circ .$$

Along steeper lines of sight through the centre of the hole, those nearer the normal, the detector sees the bare $\varepsilon$.

**Q.** Then a detector that looks straight at a polished wafer gains nothing?

**A.** Through the centre of the hole it gains nothing. For lines of sight through that point within a cone of half-angle $2^\circ$, the traced result is 0.660, with an error of $-45$ K, as though there were no reflector. Slightly tilted lines through other points of the hole can land on the mirror after one round trip. Within the $2^\circ$ cone the sideways shift per round trip is at most 0.70 mm, so most lines still return into the hole. A detector that uses the whole hole with this narrow cone therefore recovers part of the enhancement, but less than half of it. A wider cone recovers more.

A wide cone avoids this. With the weight $2\sin\theta\cos\theta\,d\theta$, the blind part of a $30^\circ$ cone is $\sin^2\theta_c/\sin^2 30^\circ=0.010$. The signal falls by $0.010\times(0.975-0.660)=0.003$. A ray trace that includes the variation of $\varepsilon$ with angle and polarization gives 0.975 without the hole and 0.972 with it, and the errors are $-2.8$ K and $-3.2$ K. Averaged over this cone and both polarizations, the angular variation itself changes the effective emissivity by less than 0.001. The design condition for specular surfaces is that most of the accepted light should arrive at angles well above $\theta_c$.

**Q.** Return to interference. Is your band wide enough?

**A.** At normal incidence $\phi=4\pi d/\lambda$, apart from reflection phases that I take as constant over the band. A 10 nm band and a 10 mm gap then contain 222 fringes, so $\Phi=2\pi\times222\approx1390$. With $g=\sqrt{0.323}=0.569$, the bound on the relative deviation is $4\times0.841/1390=0.0024$, equivalent to about 0.3 K. For the band edges chosen here the computed deviation is much smaller, about $5\times10^{-5}$ in magnitude, but it depends on where the edges fall within a fringe.

At a single frequency, for a plane wave between unbroken plates, the ratio $J/B$ would range from 0.27 to 3.5. A detector behind the hole does not see such fringes. A ray from one point of the wafer reaches the reflector at places $2d\tan\theta$ apart after successive round trips, and it leaves at the first of these that lies in the hole. In a given direction each point of the wafer therefore reaches the detector by at most one path. Paths with different numbers of round trips start at different points, which emit independently, so in ray optics the intensities add even at a single frequency. Only diffraction at the rim of the hole mixes the paths, and it is weak here because $a^2/2d\lambda\approx50$ is large.

**Q.** A value of 3.5 is more than a black body emits. Is that allowed?

**A.** It describes light stored between two mirrors at resonance, not a net outflow. The part that the reflector absorbs is $0.05\times3.5\approx0.18$ of $B$, well below one. The large stored value is balanced by low values elsewhere in the fringe, and the fringe average is 0.975.

**Q.** What about light that does not come from the wafer at all?

**A.** A reflector at 400 K adds a fraction of about $10^{-13}$ to the signal, which can be ignored. The lamps are a different matter. Near 1300 K, one kelvin changes the signal by about $1/112$ of its value. A black body at 3000 K is several hundred times brighter at 950 nm. The lamp radiance that imitates 1 K is therefore a fraction

$$\frac{B(1301\ \mathrm K)-B(1300\ \mathrm K)}{B(3000\ \mathrm K)}=1.2\times10^{-5}$$

of that black body's radiance. Transmission through the hot wafer, at most about $2\times10^{-7}$ per pass, stays well below this. Leakage around the edge need not, and the detector has to be shielded from it.

**Q.** How closely does all this resemble a real annealing chamber?

**A.** The example is set in the regime of lamp annealing of 300 mm silicon wafers, with a peak temperature near 1300 K, a pyrometer just below one micrometre in wavelength and a reflector roughly a centimetre away. These are rough typical values, and the reflectance, hole and viewing cone are round choices. One assumption that a real chamber breaks is that of unbounded plates. In the open-edge model with diffuse surfaces this moves the reading by about half a kelvin at the centre and by some 26 K one millimetre from the rim. A real edge ring and a larger reflector would change the second figure. At lower temperatures and longer wavelengths silicon can transmit, and then the limit $\varepsilon/(\varepsilon+t)$ holds only if no light enters from behind. Lamp light, and the wafer's own emission returned by reflecting walls on the lamp side, pass through the wafer and add to the signal.

**Q.** So my first objection fails, but not everywhere.

**A.** The cool mirror supplies almost no light of its own; it returns the wafer's. This brings the departing radiance close to that of a black body where the wafer is opaque, where the mirror loses much less than the wafer absorbs, and where the detector looks along paths that the mirror really closes. The values behind these answers are listed in the numerical output below.

## Values computed for the example and the checks

```
Pyrometer wavelength: 950 nm; photon 1.3051 eV
Wafer temperature: 1300 K; photon energy/kT: 11.650
Wafer radius 150 mm, gap 10 mm, hole radius 1 mm
Refractive index (rough): 3.8; bare emissivity: 0.6597
Example R: 0.95; round-trip factor q: 0.3233
Bare wafer, sums of 1 to 4 terms: 0.6597 0.8730 0.9419 0.9642
Bare wafer: effective emissivity 0.9749, net-loss emissivity 0.0487
Rows: R | effective emissivity | reading error in K, for eps = 0.40, 0.6597, 0.90
0.00 | 0.4000 0.6597 0.9000 | -94.79 -44.81 -11.65
0.50 | 0.5714 0.7950 0.9474 | -59.58 -25.11 -6.01
0.90 | 0.8696 0.9510 0.9890 | -15.41 -5.59 -1.23
0.95 | 0.9302 0.9749 0.9945 | -8.02 -2.84 -0.62
0.99 | 0.9852 0.9949 0.9989 | -1.66 -0.57 -0.12
Small-deficit factor k T^2/photon energy: 111.59 K
Bare-wafer sensitivity dln(eff)/dln(eps): 0.0739
R for 1 K low reading, same three eps: 0.9940 0.9825 0.9189
Path eps = 1-R = 0.050: effective emissivity 0.5128
Path eps = 1-R = 0.001: effective emissivity 0.5003
Wide-plate minus disc centre, eps 0.40, gaps 10, 5, 2.5 mm: 0.015003 0.003141 0.000724
Open-edge diffuse disc at 0 mm: 0.9700, reading error -3.39 K
Open-edge diffuse disc at 100 mm: 0.9573, reading error -4.85 K
Open-edge diffuse disc at 140 mm: 0.8579, reading error -16.88 K
Open-edge diffuse disc at 149 mm: 0.7692, reading error -28.64 K
Diffuse disc centre with hole: 0.9667, extra error -0.38 K
Specular critical angle: 2.86 degrees; share of 30-degree cone: 0.0100
Specular cone, angular emissivity, no hole: 0.9747, error -2.85 K
Specular cone, angular emissivity, with hole: 0.9716, error -3.21 K
Specular 2-degree cone with hole: 0.6597, error -44.81 K
Single-frequency fringe minimum and maximum: 0.268 3.544
Band 10 nm: fringes 221.6, relative ripple -5.11e-05, bound 2.41e-03
Reflector at 400 K: added signal fraction 1.07e-13
Lamp at 3000 K: leaked radiance fraction for about 1 K: 1.21e-05
Wafer 0.775 mm, absorption 200 /cm (rough): one-pass transmission 1.86e-07
Semitransparent case eps 0.50, t 0.20: R=0.95 gives 0.6993, R=1 gives 0.7143
R lowered by 0.01: effective emissivity 0.9700, reading change -0.56 K
```
